# False transitions from midpoint thresholding of random telegraph noise

A drain current that jumps between two levels can reveal a single oxide trap, and the mean times spent in the two levels then give the trap's capture and emission times. Before computing those times from a sampled record, one has to decide whether the record can be cut at a threshold and its transitions counted directly, or whether it must be filtered first. With a step six times the noise, the two levels look well separated, and direct counting seems safe. The decision depends on how many of the counted transitions are made by noise.

Take a record of $N=10^6$ samples at intervals of 10 µs, lasting 10000 ms. The step is $\Delta=3.00$ nA and the noise has standard deviation $\sigma=0.50$ nA. The trap stays on average 40 ms in the low-current state and 60 ms in the high-current state. These are round values, chosen to illustrate a trap in a small silicon MOSFET.

## The estimate on the back of an envelope

Put the threshold midway between the levels. Each level is then

$$h=\frac{\Delta}{2\sigma}=\frac{3.00}{2\times0.50}=3$$

standard deviations from the threshold. The chance that Gaussian noise exceeds three standard deviations in one given direction is about $0.00135$. A million samples therefore contain about 1350 wrong labels.

Inside a long dwell, one wrong sample makes the labelled signal leave the correct state and come back. That is two transitions, so the record gains about $2\times1350=2700$.

A low dwell followed by a high dwell takes 100 ms on average and contains two real transitions. The record holds 100 such cycles, hence about 200 real transitions. The false ones outnumber them by more than thirteen to one, and direct counting fails. What remains is to find out how good the figures 1350 and 2700 are, and on which assumptions each depends.

## The error probability

Assume that the noise is additive and Gaussian, with zero mean and the same $\sigma$ in both states, and that it is independent of the trap. A low sample is mislabelled if its noise exceeds $+h\sigma$, a high sample if its noise lies below $-h\sigma$. The Gaussian is symmetric, so both have the probability

$$p=Q(h)=\int_h^\infty \varphi(x)\,dx,\qquad \varphi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}} .$$

Because $p$ is the same in both states, the fraction of time spent in each does not matter.

The value of $Q(3)$ need not be taken from a table. Since $\varphi'(x)=-x\varphi(x)$, we can write $\varphi=(1/x)(x\varphi)$ and integrate by parts:

$$Q(h)=\frac{\varphi(h)}{h}-\int_h^\infty\frac{\varphi(x)}{x^2}\,dx .$$

In the remaining integral $x\ge h$, so it is smaller than $Q(h)/h^2$. Hence $Q(h)(1+1/h^2)>\varphi(h)/h$, or

$$Q(h)>\frac{h\,\varphi(h)}{h^2+1}.$$

For an upper bound, integrate by parts once more:

$$\int_h^\infty\frac{\varphi}{x^2}\,dx=\frac{\varphi(h)}{h^3}-3\int_h^\infty\frac{\varphi}{x^4}\,dx .$$

The same operation on the last integral gives $\varphi(h)/h^5$ minus a positive quantity, so that integral is less than $\varphi(h)/h^5$. Therefore

$$Q(h)<\frac{\varphi(h)}{h}\left(1-\frac1{h^2}+\frac3{h^4}\right).$$

With $\varphi(3)=0.004432$, the lower bound is $0.3\times0.004432=0.001330$. The upper bound is $0.001477\times0.9259=0.001368$. The expected number of errors lies between 1330 and 1368. Numerical integration of the tail gives $p=0.0013499$, which means $Np=1350$ errors.

This is an expectation. If the noise is independent from sample to sample, the number of errors is binomial, with standard deviation

$$\sqrt{Np(1-p)}=36.7 .$$

A single record will typically show 1350 errors give or take about 37.

The tail is steep. With $N$ and $\sigma$ fixed, a step of $5\sigma$ gives 6210 errors, $7\sigma$ gives 233, and $8\sigma$ gives 32. The figure 1350 is thus only as good as the knowledge of $\Delta/\sigma$.

## From wrong labels to false transitions

Let $e_i=1$ if sample $i$ is mislabelled and $e_i=0$ if it is not. For each of the $N-1$ neighbouring pairs define $D_i=1$ if exactly one of its two samples is wrong, and $D_i=0$ otherwise. For independent noise this has the probability

$$q=p(1-p)+(1-p)p=2p(1-p)=0.0026962 .$$

Now let $s_i=1$ if the trap is in different states at the two samples of the pair, and $s_i=0$ if it is in the same state. The number of true transitions, as seen at the sampling times, is $K=\sum_i s_i$.

If $s_i=0$, the labels differ when $D_i=1$, and the pair gains a false transition. If $s_i=1$, the labels differ when $D_i=0$, and $D_i=1$ removes a true transition. Both cases are contained in

$$\text{detected change}=s_i+\eta_iD_i,\qquad \eta_i=1-2s_i=\pm1 .$$

By the number of false transitions $F$ we mean detected minus true transitions, so $F=\sum_i\eta_iD_i$. There are $N-1-K$ pairs with $\eta_i=+1$ and $K$ pairs with $\eta_i=-1$. For a given trap history the expectation is

$$\langle F\rangle=q\,[(N-1-K)-K]=2p(1-p)(N-1-2K).$$

The subtraction of $2K$ has a simple meaning. An isolated error deep inside a dwell adds two transitions. An isolated error right next to a true transition adds none: it moves the edge by one sample. Each true transition has two such neighbouring samples, one on either side.

The formula shows what "long dwells" has to mean. The estimate $2Np$ requires $p\ll1$, so that two errors are seldom adjacent, and $2K\ll N$, so that few samples lie next to an edge.

To find $K$, let $t_0$ and $t_1$ be the mean dwells in the low and high states, with constant escape rates $1/t_0$ and $1/t_1$. The probability $P$ of being high obeys

$$\frac{dP}{dt}=\frac{1-P}{t_0}-\frac{P}{t_1}=\frac1{t_0}-\lambda P,\qquad \lambda=\frac1{t_0}+\frac1{t_1}.$$

Its stationary value is $P_1=1/(\lambda t_0)=t_1/(t_0+t_1)$, and $P_0=1-P_1$. A trap that is low at one sample is high one interval $\delta t$ later with probability $P_1(1-e^{-\lambda\delta t})$. The reverse change has probability $P_0(1-e^{-\lambda\delta t})$. Weighting each by the occupancy of its initial state and adding gives the expected number

$$K=2P_0P_1(N-1)\left(1-e^{-\lambda\,\delta t}\right).$$

Here $P_0=0.4$, $P_1=0.6$ and $\lambda\,\delta t=0.01/40+0.01/60=4.17\times10^{-4}$, so that $K=200.0$. The condition $2K\ll N$ is well satisfied: the edges lower $\langle F\rangle$ by only $2Kq\approx1.1$. The result is

$$\langle F\rangle=2695,$$

against the simple estimate $2Np=2700$. Most of the small difference comes from the factor $1-p$, that is, from adjacent errors.

## The scatter of the count

The $D_i$ are not independent, because neighbouring pairs share a sample. Each has variance $q(1-q)$. The product $D_iD_{i+1}$ equals one if the three samples involved have the error pattern 010 or 101, so

$$\langle D_iD_{i+1}\rangle=p(1-p)^2+p^2(1-p)=p(1-p)=\frac q2 .$$

The covariance of neighbouring pairs is therefore $q/2-q^2$. Pairs further apart share no sample and are uncorrelated. For a given trap history,

$$\operatorname{Var}F=(N-1)q(1-q)+2\left(\frac q2-q^2\right)\sum_{i=1}^{N-2}\eta_i\eta_{i+1}.$$

Without true transitions the last sum is $N-2$. A true transition well separated from the others and from the ends of the record makes one $\eta_i$ negative. This turns two products from $+1$ to $-1$ and lowers the sum by 4. The sum is then $N-2-4K$.

To leading order in $p$ and $K/N$, the variance is $Nq+Nq\approx4Np$. The standard deviation is about $2\sqrt{Np}$, twice that of the errors, as expected when each error brings a pair of transitions. The full expression gives 73.3. The estimate "roughly 2700" thus comes with a natural spread of about 3%.

## Comparison with simulated records

Thirty simulated records, with exponentially distributed dwells and the parameters above, give these means:

| Quantity | Formula | Simulation |
|---|---:|---:|
| Mislabelled samples | 1350 | 1362 |
| True transitions | 200 | 202.5 |
| False transitions | 2695 | 2718 |

The standard error of a mean over thirty records is $36.7/\sqrt{30}=6.7$ for the errors and $73.3/\sqrt{30}=13.4$ for the false transitions. The simulated means are high by 1.8 and 1.7 standard errors. These are not two separate deviations, since the same surplus of wrong samples produces both.

A fast trap tests the term $-2K$, which is invisible in this example. With mean dwells of four and six samples and the same noise, $K=163564$, and the formula predicts

$$0.0026962\times(999999-327128)=1814$$

false transitions. Eight simulated records give a mean of 1806. The simple estimate of 2700 would be far off, although the expected number of wrong samples is still 1350. For this two-state trap $2P_0P_1\le1/2$, so the expected $K$ stays below $N/2$ and the mean excess does not become negative.

## What the false transitions do to the dwell time

The thresholded record shows $200+2695=2895$ transitions, of which the true number is 6.9%. Dividing the record length by the number of transitions gives an apparent mean dwell of

$$\frac{10000\ \text{ms}}{2895}=3.45\ \text{ms}$$

instead of 50.0 ms. An error of 0.135% in the labels has become a factor of 14.5 in the dwell time.

The reason is visible in the ratio of false to true transitions. For long dwells,

$$\frac{\langle F\rangle}{K}\approx2p\,\frac NK ,$$

and $N/K=5000$ is the mean dwell measured in samples. Each extra sample in a dwell is another opportunity for an error. At fixed $p$ and sampling interval, a slower trap has a worse ratio, and a longer record does not improve it.

The same relation tells how large the step must be. If false transitions are to be 1% of the true ones, we need $2p\times5000=0.01$, or $p=10^{-6}$. This corresponds to $\Delta=9.51\,\sigma$. The requirement holds for independent Gaussian noise and this mean dwell.

An alternative is to filter the labels. Replace each label by the majority of itself and its two neighbours. Consider two successive votes inside a long dwell, formed from the samples $a,b,c$ and $b,c,d$. If $b=c$, both votes equal that common value and no transition appears. If $b\ne c$, the first vote follows $a$ and the second follows $d$. A false transition therefore requires both $b\neq c$ and $a\neq d$. The two conditions involve different samples, so for independent noise the probability is $q\times q$. The expected number is

$$Nq^2=10^6\times(0.0026962)^2=7.3,$$

down from 2695. The thirty simulated records give a mean of 8.8. A false transition after the vote mostly comes with a partner, so the scatter per record is about $2\sqrt{7.3/2}=3.8$ and the standard error of the mean about 0.7. The simulation is thus about two standard errors high.

The price is that an isolated true dwell containing a single sample is erased. Such a dwell must be shorter than $2\,\delta t$, and for exponential dwells the probability of this is below $2\,\delta t/t_0=0.0005$ in the low state and smaller still in the high state. Here the loss is negligible. For the fast trap above it would not be.

## When the noise remembers

The error count and the transition count rest on different assumptions. The expectation $Np$ is a sum of single-sample probabilities and does not require independence. The transition count involves pairs.

Let $p_{11}$ be the probability that two neighbouring samples in a constant state are both wrong. The first is wrong and the second right with probability $p-p_{11}$, and the reverse order is equally likely. Neglecting the few pairs that contain a true transition, we have

$$\langle F\rangle=2(N-1)(p-p_{11}).$$

For independent noise $p_{11}=p^2$, which restores $2p(1-p)$. Positive correlation increases $p_{11}$: errors clump, and a clump of any length creates just two transitions.

As a contrasting case, let the noise be Gaussian with the same $\sigma$, each value being 0.9 times the previous one plus a fresh independent part. The formula gives 1479 false transitions. Fifteen simulated noise records without trap transitions give a mean of 1486, with a mean of 1360 errors. The estimate of 2700 is now nearly twice too large, while 1350 still holds. The mean clump contains $1350/(1479/2)\approx1.8$ samples, so the three-sample vote, which removes isolated errors, is less effective here.

## A real transistor

Steps of a few nanoamperes and dwells of tens of milliseconds are plausible for a small transistor at low current, but both vary widely from trap to trap. Two assumptions need checking in particular: that the noise is Gaussian with a precisely known width, and that only one trap is present.

The error count is very sensitive to the noise width. If $\sigma$ is 5% larger than assumed, with the step fixed, the expected errors rise from 1350 to 2137, or by 58%. To first order, the relative change of $Q$ per relative change of $\sigma$ is $h\varphi(h)/Q(h)=9.85$, which alone would give 49%; the curvature of the tail supplies the rest. Such an increase can arise if $\sigma$ is taken from the white part of the noise and a slower Gaussian background is left out.

A weak second trap acts much like such a background. Suppose that it is independent of the first, is occupied half the time and has a step of 0.25 nA, half the noise deviation. Keep the threshold at the centre of the resulting four levels. The distance to the threshold is then $3-0.25$ or $3+0.25$ standard deviations, with equal probability:

$$\bar p=\tfrac12\left[Q(2.75)+Q(3.25)\right].$$

The linear changes cancel, but $Q$ is convex for positive argument, with $Q''(h)=h\varphi(h)$. The increase is approximately

$$\tfrac12\,h\,\varphi(h)\,(0.25)^2=0.00042,$$

or 31% of $p$. The full expression gives 32%: 1778 errors and about 3550 false transitions. A Gaussian background of standard deviation $0.25\,\sigma$ has the same leading term; it widens the noise by 3.1% and gives 1805 errors. A trap whose step is hidden by the noise in single samples can still noticeably alter the statistics of the strong one. If its dwells last a thousand samples or more, averaging over about 80 samples can reveal it: the averaged noise is then $\sigma/\sqrt{80}\approx0.11\,\sigma$, against a step of $0.5\,\sigma$.

An amplifier with a single-pole bandwidth of 50 kHz matters less here. For white input noise it leaves a correlation of $e^{-\pi}=0.0432$ between neighbouring noise samples, which changes the number of false transitions by $-2.1$. The amplifier also delays the step. The filtered current crosses the midpoint $\ln2/(2\pi\times50\ \text{kHz})=2.2$ µs after the trap has switched, so about 22% of the 200 transitions have a first sample that still shows the old state. Averaged over the noise, this adds 48 wrong labels. It adds less than 0.1 transition to the whole record, because a late edge is still one edge.

Finally, consider operation at 358 K instead of 298 K. With a rough activation energy of 0.6 eV for both dwells, and with step and noise held fixed, the dwells shorten by a factor of 50. The record then contains about 9900 true and 2640 false transitions. The false count has fallen by 2%, yet its ratio to the true count has dropped from 13.5 to 0.27. This drop depends exponentially on the assumed energy: 0.4 eV would give a factor of 14 and a ratio near 1, and 0.2 eV a factor of 3.7 and a ratio of 3.7. In a real trap, capture and emission generally have different activation energies, which vary from trap to trap. The step and the noise also change with temperature, and the steepness of $Q$ then makes $\Delta/\sigma$ the quantity to measure again.

## Values computed for the example and the checks

```
Samples: 1000000
Step: 3.00 nA; noise deviation: 0.50 nA
Step / noise: 6.0; threshold distance h: 3.0
Sampling interval: 10 us; record: 10000 ms
Mean dwells low, high: 40, 60 ms
Normal density at h: 0.004432
Error probability p: 0.0013499; by quadrature: 0.0013499
Hand bounds on errors: 1330 to 1368 samples
Expected errors: 1349.9 samples; scatter: 36.7
Pair-change probability q: 0.0026962
Simple estimate 2Np: 2699.8 transitions
True transitions K: 200.0
False transitions: 2695.1; scatter: 73.3
Simulated records: 30
Simulated mean errors: 1361.9 samples
Simulated mean true transitions: 202.5
Simulated mean false transitions: 2717.5
Detected transitions: 2895
True share of detected: 6.9 %
True mean dwell: 50.0 ms
Apparent mean dwell: 3.45 ms
Vote, false transitions: 7.3; simulated: 8.8
Step for 1 % false/true: 9.51 noise deviations
Step/noise 5: 6210 errors
Step/noise 6: 1350 errors
Step/noise 7: 233 errors
Step/noise 8: 32 errors
Fast trap (4, 6 samples), K: 163564
Fast trap, false: 1814; simulated: 1806
Second trap step: 0.25 nA
With second trap, errors: 1778 samples
With second trap, false transitions: 3548
Second trap, change in errors: 32 %
Noise 5 % larger, errors: 2137 samples
Noise 5 % larger, change: 58 %
Correlation 0.9, false transitions: 1479
Same, simulated: 1486; errors: 1360
Amplifier bandwidth: 50 kHz
Amplifier neighbour correlation: 0.0432
Its change in false transitions: -2.1
Amplifier lag, added errors: 48.3 samples
Amplifier lag, added transitions: 0.08
Activation energy: 0.6 eV
Temperatures: 298.15 and 358.15 K
Dwell shortening factor when hot: 50.0
Hot, true transitions: 9899; false: 2643
```
